# Cepstral Green-Kubo thermal conductivity: bias correction, error formula and failure modes: test program

```python
"""Cepstral estimate of the Green-Kubo thermal conductivity.

Result under test: for ell independent flux records and P kept cepstral
coefficients on a periodic band of n_band bins, the estimate of log S(0) has,
after removal of the mean log noise psi(ell)-log(ell), only truncation bias,
and its variance is psi'(ell)*(4P-2)/n_band plus small end-bin terms.
S is the two-sided flux spectrum, kappa = V*S(0)/(2*kB*T^2).
Internal units: time ps, flux GW/m^2, spectrum (GW/m^2)^2 ps.
The trajectories are made in the time domain, never from the spectrum.
"""
import numpy as np
from scipy.constants import k as k_B, h as h_planck
from scipy.integrate import simpson, quad
from scipy.signal import lfilter
from scipy.special import digamma, polygamma, gamma

rng = np.random.default_rng(20240)

# ---------------- model and sampling ----------------
temperature = 300.0            # K
box_nm = 3.0
step = 0.010                   # ps
n_time = 20000
ell = 3
rms_slow, tau_slow = 37.0, 0.05      # GW/m^2, ps
rms_osc, tau_osc, f_osc = 80.0, 0.20, 25.0   # GW/m^2, ps, THz
omega_osc = 2 * np.pi * f_osc
band_factor = 5                # kept band = Nyquist frequency / band_factor
n_band = n_time // band_factor
half = n_band // 2
total_time = n_time * step
volume = (box_nm * 1e-9) ** 3
to_kappa = volume * 1e6 / (2 * k_B * temperature**2)


def correlation(t):
    t = np.abs(t)
    return (rms_slow**2 * np.exp(-t / tau_slow)
            + rms_osc**2 * np.exp(-t / tau_osc) * np.cos(omega_osc * t))


def sampled_spectrum(omega):
    """Spectrum of the sampled flux, aliasing included."""
    def poisson(r, x):
        return (1 - r * r) / (1 - 2 * r * np.cos(x) + r * r)
    theta, phi = omega * step, omega_osc * step
    r1, r2 = np.exp(-step / tau_slow), np.exp(-step / tau_osc)
    return step * (rms_slow**2 * poisson(r1, theta) + 0.5 * rms_osc**2
                   * (poisson(r2, theta - phi) + poisson(r2, theta + phi)))


def make_flux(rows):
    """Exactly sampled stationary Gaussian flux, one record per row."""
    a = np.exp(-step / tau_slow)
    z = np.exp((-1 / tau_osc + 1j * omega_osc) * step)
    w = rng.standard_normal((rows, n_time))
    w[:, 1:] *= np.sqrt(1 - a * a)
    slow = lfilter([1.0], [1.0, -a], w, axis=1)
    w = (rng.standard_normal((rows, n_time))
         + 1j * rng.standard_normal((rows, n_time)))
    w[:, 1:] *= np.sqrt(1 - abs(z) ** 2)
    osc = lfilter([1.0], [1.0, -z], w, axis=1).real
    return rms_slow * slow + rms_osc * osc


# ---------------- estimator and its predicted error ----------------
def log_noise(n, records, ends_at_nyquist):
    """Mean and variance of the log noise for bins 0..n/2."""
    shape = np.full(n // 2 + 1, float(records))
    shape[0] = records / 2
    if ends_at_nyquist:
        shape[-1] = records / 2
    return digamma(shape) - np.log(shape), polygamma(1, shape)


def cepstrum(log_half, n):
    return np.fft.irfft(log_half, n=n, axis=-1)[..., : n // 2 + 1]


def log_zero(c, p):
    return c[..., 0] + 2 * c[..., 1:p].sum(axis=-1)


def predicted_variance(p, n, records, ends_at_nyquist):
    s2 = polygamma(1, records)
    v0 = polygamma(1, records / 2)
    v_end = v0 if ends_at_nyquist else s2
    d = 2 * p - 1
    return 2 * s2 * d / n + (v0 - 2 * s2) * d**2 / n**2 + (v_end - 2 * s2) / n**2


def criterion(c, n, records):
    """Selection criterion for P = 1 .. n/2 (last axis)."""
    q = c**2 * n / polygamma(1, records)
    q[..., -1] *= 0.5
    tail = np.cumsum(q[..., ::-1], axis=-1)[..., ::-1]
    return tail[..., 1:] + 2 * np.arange(1, n // 2 + 1)


# ---------------- tests without trajectories ----------------
u = np.linspace(-80, 6, 40001)
for m in (0.5, 1.0, 1.5, 3.0):
    density = np.exp(m * u - np.exp(u)) / gamma(m)
    mean = np.trapezoid(density * (u - np.log(m)), u) if hasattr(np, "trapezoid") \
        else np.trapz(density * (u - np.log(m)), u)
    second = simpson(density * (u - np.log(m) - mean) ** 2, x=u)
    assert abs(mean - (digamma(m) - np.log(m))) < 1e-6
    assert abs(second - polygamma(1, m)) < 1e-6

t = np.linspace(0, 6, 60001)
kappa_integral = 2 * to_kappa * simpson(correlation(t), x=t)
s_zero = 2 * rms_slow**2 * tau_slow + 2 * rms_osc**2 * tau_osc / (
    1 + (omega_osc * tau_osc) ** 2)
kappa_true = to_kappa * s_zero
assert abs(kappa_integral / kappa_true - 1) < 1e-5
lags = np.arange(-3000, 3001)
for f in (0.0, 3.0, 10.0, 24.0):
    direct = step * np.sum(correlation(lags * step)
                           * np.cos(2 * np.pi * f * lags * step))
    assert abs(direct / sampled_spectrum(2 * np.pi * f) - 1) < 1e-8
kappa_sampled = to_kappa * sampled_spectrum(0.0)
leakage = -np.sum(np.abs(lags) / n_time * correlation(lags * step)) * step \
    / sampled_spectrum(0.0)


def white_estimates(x, p):
    n = x.shape[1]
    power = np.abs(np.fft.rfft(x, axis=1)) ** 2 / n
    bias, _ = log_noise(n, 1, True)
    return log_zero(cepstrum(np.log(power) - bias, n), p)


# End-bin terms: short records, where they are visible.
runs = 60000
est = white_estimates(rng.standard_normal((runs, 64)), 4)
short_var, short_pred = est.var(), predicted_variance(4, 64, 1, True)
short_lead = polygamma(1, 1) * 14 / 64
assert abs(est.mean()) < 0.012
assert abs(short_var / short_pred - 1) < 0.03
assert abs(short_var / short_lead - 1) > 0.03

# Laplace noise has excess kurtosis 3: the variance rises by about 3/n.
est = white_estimates(rng.laplace(size=(runs, 128)) / np.sqrt(2), 4)
extra_seen = est.var() - predicted_variance(4, 128, 1, True)
extra_pred = 3 / 128
assert abs(extra_seen - extra_pred) < 0.007

# ---------------- ensemble of trajectories ----------------
p_fixed = 6
n_traj, batch = 600, 20
freq = np.arange(n_time // 2 + 1) / total_time
log_true = np.log(sampled_spectrum(2 * np.pi * freq))
c_true = cepstrum(log_true[: half + 1], n_band)
bias_band, var_band = log_noise(n_band, ell, False)
bias_full, _ = log_noise(n_time, ell, True)
lam, sig2 = digamma(ell) - np.log(ell), polygamma(1, ell)

# Closed-form variance against the explicit sum over bins.
k = np.arange(half + 1)
kernel = 1 + 2 * sum(np.cos(2 * np.pi * k * n / n_band) for n in range(1, p_fixed))
weight = 2 * kernel / n_band
weight[[0, -1]] /= 2
var_fixed = predicted_variance(p_fixed, n_band, ell, False)
assert abs(np.sum(weight**2 * var_band) / var_fixed - 1) < 1e-10

coefs, p_sel, est_sel, p_full = [], [], [], []
sum1 = sum2 = sum_pair = 0.0
count = count_pair = 0
first = None
for _ in range(n_traj // batch):
    flux = make_flux(batch * ell)
    power = np.abs(np.fft.rfft(flux, axis=1)) ** 2 * step / n_time
    power = power.reshape(batch, ell, -1).mean(axis=1)
    log_hat = np.log(power)
    noise = log_hat[:, 1:half] - log_true[1:half]
    sum1 += noise.sum()
    sum2 += (noise**2).sum()
    count += noise.size
    dev = noise - lam
    sum_pair += (dev[:, 1:] * dev[:, :-1]).sum()
    count_pair += dev[:, 1:].size
    c = cepstrum(log_hat[:, : half + 1] - bias_band, n_band)
    crit = criterion(c, n_band, ell)
    chosen = crit.argmin(axis=1) + 1
    if first is None:
        first = (c[0].copy(), crit[0].copy(), int(chosen[0]), power[0, :4].copy())
    coefs.append(c[:, :60].copy())
    p_sel.append(chosen)
    est_sel.append([log_zero(row, p) for row, p in zip(c, chosen)])
    c_full = cepstrum(log_hat - bias_full, n_time)
    p_full.append(criterion(c_full, n_time, ell).argmin(axis=1) + 1)
coefs = np.concatenate(coefs)
p_sel, p_full = np.concatenate(p_sel), np.concatenate(p_full)
est_sel = np.concatenate(est_sel)

noise_mean = sum1 / count
noise_var = sum2 / count - noise_mean**2
pair_corr = sum_pair / count_pair / sig2
assert abs(noise_mean - lam) < 0.004
assert abs(noise_var / sig2 - 1) < 0.01
assert abs(pair_corr) < 0.006

est_fixed = log_zero(coefs, p_fixed)
expected = log_zero(c_true, p_fixed)
sd_fixed, sd_pred = est_fixed.std(ddof=1), np.sqrt(var_fixed)
assert abs(est_fixed.mean() - expected) < 4.5 * sd_pred / np.sqrt(n_traj)
assert abs(sd_fixed / sd_pred - 1) < 0.12
cover_fixed = np.mean(np.abs(est_fixed - expected) < sd_pred)
assert abs(cover_fixed - 0.683) < 0.08

# The criterion tracks the true squared error of the log spectrum.
window = slice(6, 20)
scale = n_band / sig2
crit_gain = scale * (coefs[:, window] ** 2).sum(axis=1) - 2 * 14
true_gain = scale * (c_true[window] ** 2
                     - (coefs[:, window] - c_true[window]) ** 2).sum(axis=1)
assert abs(crit_gain.mean() - true_gain.mean()) < 2.5

# Keeping the sharp high-frequency peak costs precision at zero frequency.
err_sel = np.sqrt(predicted_variance(p_sel, n_band, ell, False))
err_full = np.sqrt(predicted_variance(p_full, n_time, ell, True))
assert err_full.mean() > err_sel.mean()
score = np.abs(est_sel - np.log(sampled_spectrum(0.0))) / err_sel

# ---------------- effects left out of the model ----------------
def quantum_factor(temp, f_max_thz=40.0):
    """Quantum/classical heat capacity, flat mode density up to f_max."""
    x_max = h_planck * f_max_thz * 1e12 / (k_B * temp)
    return quad(lambda x: (x / 2 / np.sinh(x / 2)) ** 2, 1e-9, x_max)[0] / x_max


sound, path_1thz = 4000.0, 5e-9     # m/s, m: rough silica-like inputs
q_min = 2 * np.pi / (box_nm * 1e-9)


def long_wave(q):
    """Classical kinetic-theory conductivity per wave number, three branches."""
    f_thz = sound * q / (2 * np.pi) / 1e12
    return k_B * sound * q**2 / (2 * np.pi**2) * path_1thz / f_thz**2


missing = q_min * quad(lambda s: long_wave(s * q_min), 1e-9, 1)[0]
kurtosis = 3 / box_nm**3            # independent regions of 1 nm^3, kurtosis 3 each
extra_example = kurtosis / (ell * n_time)

# ---------------- printed numbers ----------------
c1, crit1, p1, power1 = first
err1 = np.sqrt(predicted_variance(p1, n_band, ell, False))
kappa1 = to_kappa * np.exp(log_zero(c1, p1))
print(f"T = {temperature:.0f} K, box edge = {box_nm:.1f} nm, records ell = {ell}")
print(f"time step = {step*1e3:.0f} fs, samples N = {n_time}, length = {total_time:.0f} ps")
print(f"slow part: rms {rms_slow:.0f} GW/m^2, decay time {tau_slow*1e3:.0f} fs")
print(f"oscillation: rms {rms_osc:.0f} GW/m^2, decay {tau_osc*1e3:.0f} fs, {f_osc:.0f} THz")
print(f"kept band: {half/total_time:.0f} THz, N* = {n_band}")
print(f"kappa per unit spectrum = {to_kappa:.6f} W/(m K) per (GW/m^2)^2 ps")
print(f"kappa, continuous time = {kappa_true:.4f} W/(m K)")
print(f"kappa, sampled flux    = {kappa_sampled:.4f} W/(m K)")
print(f"log bias: formula {lam:.4f}, ensemble {noise_mean:.4f}")
print(f"log variance: formula {sig2:.4f}, ensemble {noise_var:.4f}")
print(f"zero bin: log bias {bias_band[0]:.4f}, log variance {var_band[0]:.4f}")
print(f"neighbour-bin correlation of log noise = {pair_corr:.4f}")
print(f"error of kappa if log bias is ignored = {100*(np.exp(lam)-1):.1f} %")
print("Trajectory 1, raw periodogram as kappa, bins 0-3, W/(m K): "
      + " ".join(f"{x:.3f}" for x in to_kappa * power1))
print("n, true c_n, estimated C_n (trajectory 1; S in (GW/m^2)^2 ps)")
for n in range(6):
    print(f"  {n}  {c_true[n]:.4f}  {c1[n]:.4f}")
print(f"noise of one C_n (n>0) = {np.sqrt(sig2/n_band):.4f}")
print("P, truncation bias of log S(0) %, predicted error %, kappa W/(m K), criterion - min")
for p in (1, 2, 3, 4, 5, 6, 8, 12, 20):
    trunc = 100 * (log_zero(c_true, p) - log_true[0])
    err = 100 * np.sqrt(predicted_variance(p, n_band, ell, False))
    print(f"  {p:2d}  {trunc:7.2f}  {err:5.2f}  "
          f"{to_kappa*np.exp(log_zero(c1, p)):.3f}  {crit1[p-1]-crit1.min():.1f}")
print(f"Trajectory 1: selected P = {p1}, kappa = {kappa1:.3f} +- {kappa1*err1:.3f} W/(m K)")
print(f"Ensemble of {n_traj} trajectories, fixed P = {p_fixed}:")
print(f"  scatter of log S(0): seen {100*sd_fixed:.2f} %, predicted {100*sd_pred:.2f} %")
print(f"  leading formula alone {100*np.sqrt(sig2*(4*p_fixed-2)/n_band):.2f} %")
print(f"  mean log S(0): seen {est_fixed.mean():.4f}, expected {expected:.4f}")
print(f"  within one predicted error of expected mean: {100*cover_fixed:.1f} %")
print(f"Selected P: median {np.median(p_sel):.0f}, 5-95 % range "
      f"{np.percentile(p_sel, 5):.0f}-{np.percentile(p_sel, 95):.0f}")
print(f"  scatter seen {100*est_sel.std(ddof=1):.2f} %, mean predicted {100*err_sel.mean():.2f} %")
print(f"  mean offset from true log S(0) = {100*(est_sel.mean()-log_true[0]):.2f} %")
print(f"  truth within 1 error: {100*np.mean(score<1):.1f} %, 2 errors: {100*np.mean(score<2):.1f} %")
print(f"Full 50 THz band: median P {np.median(p_full):.0f}, mean predicted {100*err_full.mean():.2f} %")
print(f"Length for 2 % error at P = {p_fixed}: "
      f"{sig2*(4*p_fixed-2)*step*band_factor/0.02**2:.0f} ps")
print(f"White noise, N=64, P=4, ell=1: variance seen {short_var:.4f}, "
      f"full {short_pred:.4f}, leading {short_lead:.4f}")
print(f"Laplace noise, N=128: extra variance seen {extra_seen:.4f}, predicted {extra_pred:.4f}")
print(f"Aliasing {100*(kappa_sampled/kappa_true-1):.2f} %, leakage at zero {100*leakage:.3f} %")
print(f"Non-Gaussian flux: kurtosis {kurtosis:.2f}, extra/predicted variance {extra_example/var_fixed:.1e}")
print(f"Long waves: speed {sound/1e3:.0f} km/s, path {path_1thz*1e9:.0f} nm at 1 THz (rough)")
print(f"  missing below {sound*q_min/(2*np.pi)/1e12:.2f} THz: {missing:.3f} W/(m K), "
      f"{100*missing/kappa_true:.1f} % of kappa")
print(f"Quantum/classical heat capacity, flat modes to 40 THz: "
      f"{quantum_factor(300.0):.2f} at 300 K, {quantum_factor(1000.0):.2f} at 1000 K")
print("verified")
```

Running it gives:

```
T = 300 K, box edge = 3.0 nm, records ell = 3
time step = 10 fs, samples N = 20000, length = 200 ps
slow part: rms 37 GW/m^2, decay time 50 fs
oscillation: rms 80 GW/m^2, decay 200 fs, 25 THz
kept band: 10 THz, N* = 4000
kappa per unit spectrum = 0.010864 W/(m K) per (GW/m^2)^2 ps
kappa, continuous time = 1.5155 W/(m K)
kappa, sampled flux    = 1.5270 W/(m K)
log bias: formula -0.1758, ensemble -0.1756
log variance: formula 0.3949, ensemble 0.3951
zero bin: log bias -0.3690, log variance 0.9348
neighbour-bin correlation of log noise = -0.0008
error of kappa if log bias is ignored = -16.1 %
Trajectory 1, raw periodogram as kappa, bins 0-3, W/(m K): 2.160 0.572 1.518 1.150
n, true c_n, estimated C_n (trajectory 1; S in (GW/m^2)^2 ps)
  0  3.8564  3.8710
  1  0.4723  0.4518
  2  0.0417  0.0257
  3  0.0281  0.0180
  4  -0.0019  -0.0032
  5  0.0055  -0.0155
noise of one C_n (n>0) = 0.0099
P, truncation bias of log S(0) %, predicted error %, kappa W/(m K), criterion - min
   1  -108.92   1.41  0.521  2071.8
   2   -14.47   2.43  1.287  6.0
   3    -6.13   3.14  1.355  1.3
   4    -0.50   3.72  1.405  0.0
   5    -0.89   4.22  1.396  1.9
   6     0.21   4.66  1.353  1.5
   8     0.17   5.44  1.300  3.3
  12     0.08   6.74  1.275  5.7
  20     0.03   8.78  1.183  10.8
Trajectory 1: selected P = 4, kappa = 1.405 +- 0.052 W/(m K)
Ensemble of 600 trajectories, fixed P = 6:
  scatter of log S(0): seen 4.44 %, predicted 4.66 %
  leading formula alone 4.66 %
  mean log S(0): seen 4.9491, expected 4.9477
  within one predicted error of expected mean: 69.2 %
Selected P: median 4, 5-95 % range 4-10
  scatter seen 5.33 %, mean predicted 4.18 %
  mean offset from true log S(0) = -0.50 %
  truth within 1 error: 59.7 %, 2 errors: 91.2 %
Full 50 THz band: median P 41, mean predicted 5.67 %
Length for 2 % error at P = 6: 1086 ps
White noise, N=64, P=4, ell=1: variance seen 0.3795, full 0.3799, leading 0.3598
Laplace noise, N=128: extra variance seen 0.0207, predicted 0.0234
Aliasing 0.76 %, leakage at zero -0.022 %
Non-Gaussian flux: kurtosis 0.11, extra/predicted variance 8.5e-04
Long waves: speed 4 km/s, path 5 nm at 1 THz (rough)
  missing below 1.33 THz: 0.072 W/(m K), 4.8 % of kappa
Quantum/classical heat capacity, flat modes to 40 THz: 0.50 at 300 K, 0.91 at 1000 K
verified
```
